\section*{Elastic Crossover between (111) and (100) Texture in Copper Films}

\section*{Question}

A continuous copper film of uniform thickness $h$ adheres to a thick, stiff substrate. Its columnar grains have either (111) or (100) planes parallel to the film. The substrate imposes the same equibiaxial in-plane strain $e$ on every grain, and the top face carries no traction. The biaxial modulus $M$ is the in-plane stress divided by $e$. The data are
\[
M_{111}=261\ \mathrm{GPa},\quad M_{100}=115\ \mathrm{GPa},\quad
e=0.002,\quad D=0.1\ \mathrm{J/m^2},
\]
where $D$ is the surface energy of a (100) grain minus that of a (111) grain, summed over both film faces. Rough elastic constants for copper are $C_{11}=170$, $C_{12}=123$ and $C_{44}=75$ GPa.

\begin{enumerate}
\item[(a)] Derive both biaxial moduli from the elastic constants and compare them with the data.
\item[(b)] Find the elastic energy density, and hence the thickness at which the two textures have equal energy. Which texture is favoured on each side?
\item[(c)] Could (110) texture intervene? Take surface energy proportional to the number of nearest-neighbour bonds cut per unit area, scaled to $D$.
\item[(d)] Slip occurs on $\{111\}$ planes along $\langle110\rangle$ directions at resolved shear stress $t$. How does perfectly plastic yielding change the crossover?
\item[(e)] Estimate $t$ from a dislocation that channels through the film. Can the elastic crossover survive with this strength alone?
\item[(f)] A cylindrical (100) grain lies in an elastic (111) film. For grain-boundary energy $g=0.6\ \mathrm{J/m^2}$ (rough), how large must it be to grow at twice the crossover thickness?
\item[(g)] Assess the parameters and the remaining corrections for a real interconnect film.
\end{enumerate}

\section*{Model answers}

\subsection*{(a) Biaxial moduli}

For a (100) film, let axis 3 be the normal. Then $\varepsilon_{11}=\varepsilon_{22}=e$, and cubic symmetry gives no shear stress. The free face requires
\[
0=\sigma_{33}=2C_{12}e+C_{11}\varepsilon_{33},
\qquad \varepsilon_{33}=-\frac{2C_{12}}{C_{11}}e .
\]
The in-plane stress is therefore
\begin{align}
\sigma_{11}&=(C_{11}+C_{12})e+C_{12}\varepsilon_{33},\nonumber\\
M_{100}&=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}} .
\end{align}

For a (111) film, let $\mathbf n=(1,1,1)/\sqrt3$ and let $x$ be the strain along $\mathbf n$. In the cubic axes, the strain $e(I-\mathbf n\mathbf n)+x\,\mathbf n\mathbf n$ has equal diagonal elements $(2e+x)/3$ and equal off-diagonal elements $(x-e)/3$. With $B=C_{11}+2C_{12}$, the corresponding stress elements are
\[
p=\frac{B(2e+x)}3,\qquad q=\frac{2C_{44}(x-e)}3 .
\]
The factor 2 in $q$ arises because $C_{44}$ multiplies engineering shear strain. The stress tensor is $(p-q)I+3q\,\mathbf n\mathbf n$. Its traction on the film face is $(p+2q)\mathbf n$, so the free face requires $p+2q=0$:
\[
B(2e+x)+4C_{44}(x-e)=0,
\qquad x=-\frac{2B-4C_{44}}{B+4C_{44}}e .
\]
The in-plane stress is $p-q=-3q=2C_{44}(e-x)$. Since
\[
e-x=\frac{B+4C_{44}+2B-4C_{44}}{B+4C_{44}}e
=\frac{3B}{B+4C_{44}}e,
\]
it follows that
\begin{equation}
M_{111}=\frac{6C_{44}(C_{11}+2C_{12})}
{C_{11}+2C_{12}+4C_{44}} .
\end{equation}

The elastic constants give $M_{100}=115.0$ GPa and $M_{111}=261.5$ GPa, which agree with the data to within 0.5 GPa. If $2C_{44}=C_{11}-C_{12}$, the crystal is elastically isotropic and the two moduli coincide. Since $M_{111}$ increases with $C_{44}$ while $M_{100}$ does not depend on it, the (111) film is stiffer when $2C_{44}>C_{11}-C_{12}$. In copper these are 150 and 47 GPa.

\subsection*{(b) Energy and crossover}

Let the strain grow from zero to $e$. At an intermediate strain $e'$, the stress is $Me'$ in each of two in-plane directions. The normal stress is zero and does no work. The work per unit volume is
\begin{equation}
W=\int_0^e 2Me'\,de'=Me^2 .
\end{equation}
The factor $1/2$ from integration cancels the two loading directions.

Measure surface energy from that of the (111) texture. The energies per unit film area are
\begin{equation}
F_{111}=M_{111}e^2h,\qquad
F_{100}=D+M_{100}e^2h .
\end{equation}
Equating them gives
\begin{equation}
h_*=\frac{D}{(M_{111}-M_{100})e^2}.
\label{cross}
\end{equation}
Since $1\ \mathrm{GPa\,nm}=1\ \mathrm{J/m^2}$,
\[
h_*=\frac{0.1}{(261-115)(0.002)^2}\ \mathrm{nm}
=\frac{0.1}{5.84\times10^{-4}}\ \mathrm{nm}
=171\ \mathrm{nm}.
\]

The difference $F_{111}-F_{100}=D(h/h_*-1)$ fixes the two sides. Below $h_*$ it is negative and (111) is favoured; above $h_*$ it is positive and (100) is favoured. At 100 nm the energies are 0.104 J/m$^2$ for (111) and 0.146 J/m$^2$ for (100). At 300 nm they are 0.313 and 0.238 J/m$^2$, in the opposite order. Surface energy does not grow with thickness, whereas strain energy does.

As $e\to0$ the crossover moves to infinite thickness. The result is sensitive to strain because $e$ enters squared: with the other data fixed, strains of 0.0018 and 0.0022 give 211 and 142 nm. The meaning of $D$ also matters. If 0.1 J/m$^2$ were the difference per face, with two equal faces, the total difference and $h_*$ would both double.

\subsection*{(c) A third texture}

Order the components of the unit normal as $n_1\ge n_2\ge n_3\ge0$. The bond directions are $(\pm1,\pm1,0)$ and their permutations. The number of bonds cut per unit area is proportional to the sum of the positive projections of these vectors on $\mathbf n$:
\begin{align}
N&=(n_1+n_2)+(n_1-n_2)+(n_1+n_3)\nonumber\\
&\quad+(n_1-n_3)+(n_2+n_3)+(n_2-n_3)=4n_1+2n_2 .
\end{align}
Thus $N_{111}=6/\sqrt3=3.464$, $N_{100}=4$ and $N_{110}=6/\sqrt2=4.243$. Scaling to $D$ gives the surface energy of (110) above that of (111):
\[
0.1\,\frac{4.243-3.464}{4-3.464}\ \mathrm{J/m^2}
=0.145\ \mathrm{J/m^2}.
\]

For the strain energy, take $\mathbf n=(1,1,0)/\sqrt2$ and normal strain $x$. Then $\varepsilon_{11}=\varepsilon_{22}=(e+x)/2$, $\varepsilon_{12}=(x-e)/2$ and $\varepsilon_{33}=e$. The traction is along $\mathbf n$ and equals $\sigma_{11}+\sigma_{12}$, so
\[
\tfrac12(C_{11}+C_{12})(e+x)+C_{12}e+C_{44}(x-e)=0 .
\]
The elastic constants give $x=-0.878e$. The stress along $[1\bar10]$ is $\sigma_{11}-\sigma_{12}=-2\sigma_{12}=2C_{44}(e-x)$, or $281.7e$ GPa. The stress along $[001]$ is $C_{11}e+C_{12}(e+x)$, or $185.0e$ GPa. Half their sum times $e$ is the energy density, so $W/e^2=233$ GPa.

The (110) texture therefore has both a higher surface energy and a higher strain energy than (100). While all grains stay elastic, it cannot have the lowest energy at any thickness in this model.

Other orientations were tested on a grid of 496 normals $(1,u,v)$, with $0\le v\le u\le1$ and spacing $1/30$. The lowest total energy belonged to (111) at 2 percent below the crossover and to (100) at 2 percent above it. These calculations used the elastic constants, for which the crossover is 170.7 nm. A liner that bonds differently to each texture could change this ordering. The scaling to $D$ also implies a (111) surface energy of only 0.65 J/m$^2$ for both faces together, well below that of two free copper surfaces. The bond model is used here to rank the textures, not to predict $D$.

\subsection*{(d) Yielding}

The film stress is $\sigma(I-\mathbf n\mathbf n)$. On a slip plane with unit normal $\mathbf p$ and slip direction $\mathbf d$, where $\mathbf p\cdot\mathbf d=0$, the resolved shear stress has magnitude
\[
\sigma\,|(\mathbf p\cdot\mathbf n)(\mathbf d\cdot\mathbf n)|=s\sigma .
\]
For (100), an active system has $\mathbf p\cdot\mathbf n=1/\sqrt3$ and $\mathbf d\cdot\mathbf n=1/\sqrt2$. For (111), the slip plane parallel to the film carries no resolved stress. An inclined plane $(1,1,-1)$ with direction $(1,0,1)$ has $\mathbf p\cdot\mathbf n=1/3$ and $\mathbf d\cdot\mathbf n=\sqrt{2/3}$. Hence
\begin{equation}
s_{100}=\frac1{\sqrt6}=0.408,\qquad
s_{111}=\frac{\sqrt2}{3\sqrt3}=0.272 .
\end{equation}
Enumeration of all slip systems confirms that these are the largest values.

The elastic stresses are $M_{111}e=522$ MPa and $M_{100}e=230$ MPa. To remain elastic, (111) needs $t\ge s_{111}M_{111}e=142$ MPa, and (100) needs $t\ge s_{100}M_{100}e=94$ MPa.

Assume that plastic flow keeps the stress equibiaxial and limits it to $t/s$. The elastic part of the strain is then $t/(sM)$, and the stored energy density is
\begin{equation}
W=\frac{(t/s)^2}{M}.
\end{equation}
Energy stored in the dislocations themselves is omitted.

Suppose first that (111) has yielded while (100) is elastic. The crossover becomes
\begin{equation}
h=\frac{D}{t^2/(s_{111}^2M_{111})-M_{100}e^2}.
\end{equation}
For $t=120$ MPa, using $1/s_{111}^2=13.5$,
\[
h=\frac{0.1}{13.5(0.120)^2/261-115(0.002)^2}\ \mathrm{nm}
=351\ \mathrm{nm}.
\]
The denominator vanishes when
\begin{equation}
t_c=s_{111}e\sqrt{M_{111}M_{100}}=94.3\ \mathrm{MPa}.
\end{equation}
As $t$ falls towards $t_c$, the crossover thickness grows without limit.

Below 93.9 MPa both textures yield. For equal $t$, their stored densities are proportional to $13.5/261=0.0517$ for (111) and $6/115=0.0522$ for (100). With these data the (111) texture has less strain energy as well as less surface energy, so these two terms give no crossover. The strain energies differ by only about 1 percent, however, which is too little for rough moduli to settle their order. If a difference of this size had the opposite sign, the crossover would still lie above 20 $\mu$m. The omitted dislocation energy can matter more. The plastic work per unit volume is $2(t/s)[e-t/(sM)]$, which is larger in (111). If a tenth of it were stored at $t=90$ MPa, (100) would have the lower energy above about 2.4 $\mu$m. Even then, yielding has removed most of the elastic advantage of (100). These statements compare (111) with (100) only. The ranking of other orientations in part (c) was elastic and does not carry over: after yielding, the stored energy changes linearly with tilt away from (111), as the bond count does. With the same surface model, a grain tilted about $2^\circ$ from (111) towards (100) has lower energy than (111) above roughly 0.3 $\mu$m at $t=120$ MPa and 0.6 $\mu$m at $t=90$ MPa. The equibiaxial stress assumed here follows from symmetry for (111) and (100) and need not hold for other orientations.

\subsection*{(e) Channelling strength}

Let a dislocation with Burgers vector length $b$ cross the film on a plane inclined at angle $\phi$ to the film. When it advances by $d\ell$, it sweeps an area $h\,d\ell/\sin\phi$ and leaves a length $d\ell$ of dislocation at the interface. Balancing the work $tbh\,d\ell/\sin\phi$ against the line energy $E\,d\ell$ gives
\begin{equation}
t=\frac{E\sin\phi}{bh}.
\label{channel}
\end{equation}

For a rough value of $E$, use an edge dislocation in an isotropic body with shear modulus $\mu$ and Poisson ratio $\nu$. Its stresses are
\[
\sigma_{rr}=\sigma_{\theta\theta}=-A\frac{\sin\theta}r,
\quad \sigma_{r\theta}=A\frac{\cos\theta}r,
\quad A=\frac{\mu b}{2\pi(1-\nu)} .
\]
They satisfy force balance, and with $k=(1-2\nu)A/(2\mu)$ they follow from the displacements
\begin{align*}
u_r&=-k\sin\theta\ln(r/b)+\frac b{2\pi}\theta\cos\theta,\\
u_\theta&=k\cos\theta[1-\ln(r/b)]
-\frac b{2\pi}(\cos\theta+\theta\sin\theta).
\end{align*}
On one circuit from $\theta=0$ to $2\pi$, $u_r$ changes by $b$ and $u_\theta$ does not change, as the Burgers vector requires. The shear strain from these displacements is $(b/2\pi-k)\cos\theta/r$; setting it equal to $\sigma_{r\theta}/(2\mu)$ gives the stated $A$. In plane strain the energy density is
\begin{align*}
w&=\frac{(1-\nu)(\sigma_{rr}^2+\sigma_{\theta\theta}^2)
-2\nu\sigma_{rr}\sigma_{\theta\theta}+2\sigma_{r\theta}^2}{4\mu}\\
&=\frac{A^2}{4\mu r^2}
\left[2(1-2\nu)\sin^2\theta+2\cos^2\theta\right].
\end{align*}
The angular integral of the bracket is $4\pi(1-\nu)$. Integrating $w\,r\,dr\,d\theta$ from $r=b$ to $r=h$ gives
\begin{equation}
E=\frac{\pi(1-\nu)A^2}{\mu}\ln\frac hb
=\frac{\mu b^2}{4\pi(1-\nu)}\ln\frac hb .
\end{equation}

The Voigt averages are $\mu=(C_{11}-C_{12}+3C_{44})/5=54.4$ GPa and, with bulk modulus $K=B/3$, $\nu=(3K-2\mu)/[2(3K+\mu)]=0.327$. A rough lattice constant of 0.36 nm gives $b=0.36/\sqrt2=0.255$ nm. The inclined planes have $\sin\phi=\sqrt8/3$ for (111) and $\sqrt{2/3}$ for (100). At $h_*$, equation (\ref{channel}) gives about 59 and 51 MPa. Both values are below the elastic limits found in part (d). Keeping both textures elastic would require these strengths to be multiplied by 2.4.

Since $t$ depends on $h$, other thicknesses must also be examined. A scan from 5 nm to 10 $\mu$m finds that the strain-energy advantage of (100), $h(W_{111}-W_{100})$, reaches at most 0.035 J/m$^2$, near 59 nm. This is where (111) begins to yield. The advantage stays below $D=0.1$ J/m$^2$, so strain energy alone gives no crossover in the scanned range.

The lines left at the interface also store energy. By the balance that led to equation (\ref{channel}), it equals the plastic work, $2(t/s)[e-t/(sM)]h$ per unit film area. At 171 nm this raises the advantage of (100) to about 0.055 J/m$^2$, which is still below $D$. With channelling strength alone, the elastic answer of 171 nm is therefore not attained. This estimate treats the lines as isolated, although at 171 nm they are already about 0.1 $\mu$m apart, closer than the film thickness. Continued without screening, it would reach $D$ near 9 $\mu$m; because the lines screen one another, it does not settle whether a crossover occurs there.

The estimate omits the free surface's image field, elastic mismatch with the substrate, and the mixed character of the dislocation. It also omits strengthening by grain boundaries or a cap, which could restore a crossover if large enough.

\subsection*{(f) Growth of a (100) grain}

Let the grain have radius $R$ and pass through the film. Relative to a uniform (111) film, its energy is
\begin{equation}
\mathcal E(R)=2\pi Rhg+\pi R^2
\left[D-(M_{111}-M_{100})e^2h\right].
\end{equation}
By equation (\ref{cross}), the bracket is $-D(h/h_*-1)$. Setting the derivative to zero gives
\begin{equation}
2\pi hg-2\pi RD\left(\frac h{h_*}-1\right)=0,
\qquad R_c=\frac{gh}{D(h/h_*-1)} .
\end{equation}
For $h>h_*$ the second derivative is negative, so this is an energy maximum. Smaller grains shrink and larger grains can grow. At $h=2h_*=342$ nm,
\[
R_c=\frac{0.6\times342.5}{0.1}\ \mathrm{nm}
\approx2.1\ \mu\mathrm m .
\]
This is six times the film thickness. The estimate leaves out the elastic relaxation where the two film stresses meet at the grain boundary. That relaxation lowers the cost of the boundary, and hence $R_c$, more so on a compliant substrate. Its scale per unit boundary area is the squared stress jump times $h$ divided by the substrate modulus, $0.292^2\times342.5/160\approx0.18$ J/m$^2$ for a substrate about as stiff as silicon. This is nearly a third of $g$, so $R_c$ could be closer to 1.5 $\mu$m. The film must also stay elastic: at $t=120$ MPa, part (d) puts the crossover at 351 nm if dislocation energy is omitted, or at 320 nm if a tenth of the plastic work is stored, so at 342 nm the driving force on a (100) grain is close to zero. Near $h_*$ the critical radius diverges; for very thick elastic films it approaches $gh_*/D$, about 1.0 $\mu$m. Below $h_*$ there is no critical radius, and an isolated (100) grain shrinks. The crossover therefore states which uniform texture has lower energy, and not which texture will form in a given anneal.

\subsection*{(g) A real interconnect film}

The moduli are representative of copper. For a rough copper--silicon expansion mismatch of 14 ppm/K, the strain corresponds to a temperature change of $0.002/(14\times10^{-6})=143$ K from the stress-free state, which is moderate for film processing. The value of $D$ is less secure because it includes the interface with the liner. For two free faces with a rough (111) surface energy of 1.5 J/m$^2$ each, the bond count of part (c) would give $D=0.46$ J/m$^2$ and an elastic crossover near 0.8 $\mu$m. Yielding is the most serious omission among those estimated here: it can double the (111)--(100) crossover thickness, as at $t=120$ MPa, or move it to micrometres and beyond, and it can let other orientations compete. A narrow line also departs from the model because its sidewalls add surface energy and its strain need not be equibiaxial.

Two smaller corrections can be sized with the other inputs fixed. If both moduli are lower by an assumed 10 percent at the annealing temperature, $h_*$ rises to $171.2/0.9=190$ nm. Surface stress also changes the surface energy as the film is strained. For a rough total difference $f=1$ J/m$^2$ between the textures, the work in two directions is $2fe=0.004$ J/m$^2$. If this adds to $D$, the crossover rises to 178 nm; the opposite sign lowers it by the same amount.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Input M111: 261 GPa
Input M100: 115 GPa
Input strain: 0.002 (dimensionless)
Input total surface difference: 0.100 J/m^2
Rough C11: 170 GPa
Rough C12: 123 GPa
Rough C44: 75 GPa
M111 from constants: 261.45 GPa
M100 from constants: 115.01 GPa
Elastic stress (111): 522 MPa
Elastic stress (100): 230 MPa
Energy density (111): 1.044 MJ/m^3
Energy density (100): 0.460 MJ/m^3
Energy density difference: 0.584 MJ/m^3
ELASTIC CROSSOVER: 171.2 nm
Crossover from elastic constants: 170.7 nm
Film energy (111), h=100 nm: 0.1044 J/m^2
Film energy (100), h=100 nm: 0.1460 J/m^2
Film energy (111), h=300 nm: 0.3132 J/m^2
Film energy (100), h=300 nm: 0.2380 J/m^2
Film energies omit the common (111) surface energy
Relaxed energy modulus (110): 233.4 GPa
Bond-model surface excess (110): 0.145 J/m^2
Schmid factor (111): 0.2722 (dimensionless)
Schmid factor (100): 0.4082 (dimensionless)
Slip strength to keep (111) elastic: 142.1 MPa
Slip strength to keep (100) elastic: 93.9 MPa
Slip strength where crossover vanishes: 94.3 MPa
Illustrative slip strength: 120 MPa
Crossover at that strength: 351 nm
Rough lattice constant: 0.36 nm
Burgers vector length: 0.2546 nm
Voigt shear modulus: 54.4 GPa
Voigt Poisson ratio: 0.327 (dimensionless)
Channelling strength (111) at crossover: 58.7 MPa
Channelling strength (100) at crossover: 50.8 MPa
Strength factor needed for elasticity: 2.42 times
Largest strain gain with channelling: 0.0345 J/m^2
Thickness of that largest gain: 59 nm
Rough grain-boundary energy: 0.6 J/m^2
Doubled crossover thickness: 342.5 nm
Critical (100) grain radius there: 2055 nm
Rough expansion mismatch: 14 ppm/K
Temperature change for the strain: 143 K
Crossover at strain 0.0018: 211.4 nm
Crossover at strain 0.0022: 141.5 nm
Assumed elastic softening: 10 percent
Crossover after softening: 190.3 nm
Rough surface-stress difference: 1.0 J/m^2
Surface-energy correction: 0.004 J/m^2
Crossover with surface correction: 178.1 nm
\end{verbatim}
